# Linear specific heat of a Fermi liquid from the Luttinger–Ward grand potential: verification in Python

```python
"""
Result under test: the grand potential of a normal Fermi liquid obeys
    Omega(T) = Omega(0) - (pi^2/6) T^2 Nstar,   gamma = (pi^2/3) Nstar,
where Nstar is the quasiparticle density of states (both spins, k_B = 1).

Model, per lattice site, energies in units of the half-bandwidth D:
  rho0(e) = (2/pi) sqrt(1-e^2)     bare density of states per spin
  U     local repulsion: Hartree and second-order skeleton diagrams
  lam   forward interaction -(lam/2) K^2, K = sum over spin of <e n_e>
  Sigma(e, iw) = U*n_spin + Sigma2(iw) - lam*K*e
  b = 1 - lam*K                    band stretching by the forward term
Omega is the full Luttinger-Ward functional at self-consistency. Nstar comes
separately from the self-energy at the lowest Matsubara frequency.
Functions of imaginary time or frequency are expanded in real poles.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

WINDOW = 15.0     # the poles cover the energies -WINDOW ... WINDOW


class StableFit:
    """Weighted least squares by truncated singular value decomposition.

    The factors are applied one after another: a single pseudoinverse
    matrix would have huge entries and would amplify rounding errors.
    """

    def __init__(self, matrix, weight):
        u, s, vt = np.linalg.svd(weight[:, None] * matrix,
                                 full_matrices=False)
        keep = s > 1e-12 * s[0]
        self.left = np.ascontiguousarray(u[:, keep].T)
        self.singular = s[keep]
        self.right = np.ascontiguousarray(vt[keep].T)
        self.weight = weight

    def __call__(self, values):
        return self.right @ ((self.left @ (self.weight * values))
                             / self.singular)


class ThermalGrid:
    """Pole expansion g(iw) = sum_p r_p/(iw-x_p) at one temperature."""

    def __init__(self, T):
        self.T = T
        beta = 1.0 / T
        count = int(np.log(WINDOW / (0.2 * T)) / 0.2) + 2
        pos = np.geomspace(0.2 * T, WINDOW, count)
        self.poles = np.concatenate((-pos[::-1], [0.0], pos))
        self.fermi = expit(-beta * self.poles)
        # Matsubara points: dense at low, geometric at high frequency
        top = 30 * WINDOW / (2 * np.pi * T)
        index = np.unique(np.concatenate(
            (np.arange(40), np.round(np.geomspace(40, top, 120)))))
        self.iw = 1j * np.pi * T * (2 * index + 1)
        self.to_freq = 1.0 / (self.iw[:, None] - self.poles[None, :])
        root = np.sqrt(T * np.gradient(index))
        self.fit_freq = StableFit(
            np.vstack((self.to_freq.real, self.to_freq.imag)),
            np.concatenate((root, root)))
        # imaginary time: Gauss points on panels refined towards both ends
        levels = int(np.ceil(np.log2(beta / 2 / 0.05)))
        edges = np.concatenate(([0.0], beta / 2 * 2.0**np.arange(-levels, 1)))
        x, w = np.polynomial.legendre.leggauss(14)
        width = np.diff(edges)
        half = (edges[:-1, None] + width[:, None] * (x + 1) / 2).ravel()
        half_w = (width[:, None] * w / 2).ravel()
        tau = np.concatenate((half, beta - half[::-1]))
        self.tau_w = np.concatenate((half_w, half_w[::-1]))
        size = np.abs(self.poles)[None, :]
        distance = np.where(self.poles[None, :] >= 0,
                            tau[:, None], tau[::-1][:, None])
        self.to_tau = -np.exp(-size * distance) / (1 + np.exp(-beta * size))
        self.fit_tau = StableFit(self.to_tau, np.sqrt(self.tau_w))

    def residues(self, values):
        return self.fit_freq(np.concatenate((values.real, values.imag)))

    def matsubara_sum(self, values):
        """T * sum over all n of values(iw_n) exp(iw_n 0+)."""
        return self.residues(values) @ self.fermi


grids = {}


def grid_at(T):
    if T not in grids:
        grids[T] = ThermalGrid(T)
    return grids[T]


def local_green(grid, sigma2, n_spin, K, mu, U, lam):
    b = 1 - lam * K
    z = grid.iw + mu - U * n_spin - sigma2
    return b, 2 / (z * (1 + np.sqrt(1 - b**2 / z**2)))


def functional(grid, sigma2, n_in, K_in, mu, U, lam):
    """Logarithm, Tr Sigma G and Phi for a given self-energy."""
    b, G = local_green(grid, sigma2, n_in, K_in, mu, U, lam)
    n_out = grid.matsubara_sum(G)
    K_out = 2 * grid.matsubara_sum(b * G**2 / 4)
    band_log = b**2 * G**2 / 8 - np.log(G)     # integral of rho0*ln(z-b*e)
    log_part = (-2 * grid.T * np.log(2)
                - 2 * grid.matsubara_sum(band_log - np.log(grid.iw)))
    trace2 = 2 * grid.matsubara_sum(sigma2 * G)
    trace = 2 * U * n_in * n_out - lam * K_in * K_out + trace2
    g_tau = grid.to_tau @ grid.residues(G)
    phi2 = -U**2 / 2 * np.sum(grid.tau_w * g_tau**2 * g_tau[::-1]**2)
    phi = U * n_out**2 - lam * K_out**2 / 2 + phi2
    return dict(log=log_part, trace=trace, phi=phi, trace2=trace2, phi2=phi2,
                omega=log_part - trace + phi)


def solve(T, mu, U, lam):
    """Self-consistent solution and its grand potential per site."""
    grid = grid_at(T)
    sigma2 = np.zeros(len(grid.iw), complex)
    sigma_res = np.zeros(len(grid.poles))
    n_spin, K = 0.5, -0.4
    change = 1.0
    for _ in range(400):
        b, G = local_green(grid, sigma2, n_spin, K, mu, U, lam)
        res = grid.residues(G)
        n_new = res @ grid.fermi
        K_new = 2 * grid.matsubara_sum(b * G**2 / 4)
        g_tau = grid.to_tau @ res
        new_res = grid.fit_tau(U**2 * g_tau**2 * g_tau[::-1])
        new_sigma = grid.to_freq @ new_res
        change = max(abs(n_new - n_spin), abs(K_new - K),
                     np.max(np.abs(new_sigma - sigma2)))
        n_spin += 0.5 * (n_new - n_spin)
        K += 0.5 * (K_new - K)
        sigma2 = sigma2 + 0.5 * (new_sigma - sigma2)
        sigma_res = sigma_res + 0.5 * (new_res - sigma_res)
        if change < 1e-11:
            break
    assert change < 1e-9, "self-consistency not reached"
    out = functional(grid, sigma2, n_spin, K, mu, U, lam)
    out.update(n=2 * n_spin, K=K, sigma_res=sigma_res,
               re_sigma=U * n_spin + sigma2[0].real,
               inv_Z=1 - sigma2[0].imag / (np.pi * T))
    return out


temps = np.array([0.004, 0.006, 0.008, 0.010, 0.012, 0.014])


def low_T(values):
    """Value at T = 0 and coefficient of T^2, from a cubic in T^2."""
    c = np.polyfit((temps / temps[-1])**2, np.asarray(values), 3)
    return c[-1], c[-2] / temps[-1]**2


def rho0(e):
    return 2 / np.pi * np.sqrt(1 - e**2)


def study(mu, U, lam):
    runs = [solve(T, mu, U, lam) for T in temps]
    zero = {key: low_T([r[key] for r in runs])
            for key in ("omega", "n", "K", "re_sigma", "inv_Z")}
    b = 1 - lam * zero["K"][0]
    e_F = (mu - zero["re_sigma"][0]) / b
    n_star = 2 * rho0(e_F) / b * zero["inv_Z"][0]
    return dict(runs=runs, zero=zero, b=b, e_F=e_F, n_star=n_star,
                gamma_omega=-2 * zero["omega"][1],
                gamma_qp=np.pi**2 / 3 * n_star)


# Free electrons: the Matsubara machinery against direct quadrature;
# the substitution e = sin(angle) removes the square-root band edges
free_mu, free_T = 0.3, 0.01
free = solve(free_T, free_mu, 0.0, 0.0)["omega"]
direct = quad(lambda angle: -2 * free_T * 2 / np.pi * np.cos(angle)**2
              * np.logaddexp(0, (free_mu - np.sin(angle)) / free_T),
              -np.pi / 2, np.pi / 2, points=[np.arcsin(free_mu)],
              limit=400, epsabs=1e-12, epsrel=1e-12)[0]
assert abs(free - direct) < 1e-8

# Main case: T^2 term of the full functional against the quasiparticle DOS
U, lam, mu = 2.0, 0.5, 1.6
main = study(mu, U, lam)
zero, runs = main["zero"], main["runs"]
n_star, inv_Z = main["n_star"], zero["inv_Z"][0]
assert abs(main["gamma_omega"] / main["gamma_qp"] - 1) < 2e-3
for r in runs:      # four equal lines in the second-order skeleton
    assert abs(r["trace2"] - 4 * r["phi2"]) < 1e-8

# Fermi volume: density from G against filling of the bare band up to e_F
e_F = main["e_F"]
n_volume = 2 * quad(rho0, -1, e_F)[0]
assert abs(n_volume - zero["n"][0]) < 5e-4

# Density as a derivative of Omega, and the compressibility
step = 1e-3
up, down = (solve(temps[0], mu + s * step, U, lam) for s in (1, -1))
n_derivative = -(up["omega"] - down["omega"]) / (2 * step)
assert abs(n_derivative - runs[0]["n"]) < 1e-5
kappa = (up["n"] - down["n"]) / (2 * step)
F0 = n_star / kappa - 1

# Frozen self-energy: keep Sigma of a very low temperature, change only sums
T_ref = 0.0005
ref = solve(T_ref, mu, U, lam)
frozen = []
for T in temps:
    grid = grid_at(T)
    sigma2 = (1 / (grid.iw[:, None] - grid_at(T_ref).poles)) @ ref["sigma_res"]
    frozen.append(functional(grid, sigma2, ref["n"] / 2, ref["K"], mu, U, lam))
c_log = low_T([f["log"] for f in frozen])[1]
c_phi = low_T([f["phi"] for f in frozen])[1]
c_trace = low_T([f["trace"] for f in frozen])[1]
c_rest = low_T([f["phi"] - f["trace"] for f in frozen])[1]
c_formula = -np.pi**2 / 6 * n_star
assert abs(c_log / c_formula - 1) < 5e-3
assert abs(c_rest) < 5e-3 * abs(c_log)
assert abs(c_phi) > 10 * abs(c_rest)

# Fixed density: free energy F = Omega + mu*n with mu adjusted at each T
n_fixed = zero["n"][0]
free_energy = []
for T in temps:
    mu_T = brentq(lambda m: solve(T, m, U, lam)["n"] - n_fixed,
                  mu - 0.01, mu + 0.01, xtol=1e-11)
    free_energy.append(solve(T, mu_T, U, lam)["omega"] + mu_T * n_fixed)
gamma_fixed_n = -2 * low_T(free_energy)[1]
assert abs(gamma_fixed_n / main["gamma_qp"] - 1) < 2e-3

# Other candidates for the density of states must fail visibly
spectral = n_star / inv_Z
no_stretch = n_star * main["b"]
for wrong in (spectral, no_stretch, kappa):
    assert abs(np.pi**2 / 3 * wrong / main["gamma_omega"] - 1) > 0.05

# Other interactions: the same relation with different Z and stretching
others = []
for case in ((0.3, 0.0, 0.5), (1.6, 2.0, 0.0), (1.6, 2.0, -0.4)):
    s = study(*case)
    assert abs(s["gamma_omega"] / s["gamma_qp"] - 1) < 2e-3
    others.append((case, s))

# Heat capacity at one finite temperature from second differences of Omega
h = temps[3] - temps[2]
C_over_T = -(runs[4]["omega"] - 2 * runs[3]["omega"]
             + runs[2]["omega"]) / h**2

D_hartree = 0.1
D_joule = D_hartree * const.physical_constants["Hartree energy"][0]
gamma_SI = main["gamma_qp"] * const.N_A * const.k**2 / D_joule * 1e3

print("Energies in D, k_B = 1, extensive quantities per site")
print(f"U = {U:.2f} D, lambda = {lam:.2f} /D, mu = {mu:.2f} D")
print(f"free Omega, pole sum   = {free:.9f} D")
print(f"free Omega, quadrature = {direct:.9f} D")
print("T [D], Omega [D], density n:")
for T, r in zip(temps, runs):
    print(f"  {T:.3f}  {r['omega']:.8f}  {r['n']:.7f}")
print(f"Omega at T=0 = {zero['omega'][0]:.8f} D")
print(f"n at T=0 from G     = {zero['n'][0]:.6f}")
print(f"n from Fermi volume = {n_volume:.6f}")
print(f"n from -dOmega/dmu, T={temps[0]:.3f} D: {n_derivative:.6f}")
print(f"K at T=0 = {zero['K'][0]:.5f} D")
print(f"band stretching b = {main['b']:.5f}")
print(f"Un_spin+Sigma2(0) = {zero['re_sigma'][0]:.5f} D")
print(f"its T^2 coefficient (at i*pi*T) = {zero['re_sigma'][1]:.3f} /D")
print(f"bare energy at Fermi surface e_F = {e_F:.5f} D")
print(f"1/Z = {inv_Z:.5f}, Z = {1 / inv_Z:.5f}")
print(f"bare DOS at e_F, both spins = {2 * rho0(e_F):.5f} /D")
print(f"spectral DOS Z*Nstar = {spectral:.5f} /D")
print(f"quasiparticle DOS Nstar = {n_star:.5f} /D")
print(f"compressibility dn/dmu = {kappa:.5f} /D")
print(f"implied Landau F0 = {F0:.4f}")
print("T^2 coefficients with frozen self-energy [1/D]:")
print(f"  logarithm       {c_log:.5f}")
print(f"  -(pi^2/6)Nstar  {c_formula:.5f}")
print(f"  Phi             {c_phi:.5f}")
print(f"  Tr Sigma G      {c_trace:.5f}")
print(f"  Phi-Tr Sigma G  {c_rest:.5f}")
print(f"gamma from full Omega(T)  = {main['gamma_omega']:.5f} /D")
print(f"gamma from Nstar          = {main['gamma_qp']:.5f} /D")
print(f"gamma at fixed density    = {gamma_fixed_n:.5f} /D")
print(f"C/T at T={temps[3]:.3f} D, fixed mu = {C_over_T:.4f} /D")
print("mu[D] U[D] lambda[1/D]: Z, b, gamma(Omega), gamma(Nstar) [1/D]")
for case, s in others:
    print("  %.1f %.1f %.1f:" % case,
          f"{1 / s['zero']['inv_Z'][0]:.4f} {s['b']:.4f}",
          f"{s['gamma_omega']:.4f} {s['gamma_qp']:.4f}")
print(f"D = {D_hartree:.2f} hartree")
print(f"gamma = {gamma_SI:.4f} mJ/(mol K^2), per mole of sites")
print("success")
```

It prints:

```
Energies in D, k_B = 1, extensive quantities per site
U = 2.00 D, lambda = 0.50 /D, mu = 1.60 D
free Omega, pole sum   = -0.781475043 D
free Omega, quadrature = -0.781475043 D
T [D], Omega [D], density n:
  0.004  -1.76275296  1.2563719
  0.006  -1.76281162  1.2563647
  0.008  -1.76289369  1.2563548
  0.010  -1.76299911  1.2563420
  0.012  -1.76312781  1.2563264
  0.014  -1.76327971  1.2563080
Omega at T=0 = -1.76270601 D
n at T=0 from G     = 1.256378
n from Fermi volume = 1.256378
n from -dOmega/dmu, T=0.004 D: 1.256372
K at T=0 = -0.33291 D
band stretching b = 1.16646
Un_spin+Sigma2(0) = 1.36349 D
its T^2 coefficient (at i*pi*T) = -1.104 /D
bare energy at Fermi surface e_F = 0.20276 D
1/Z = 1.66943, Z = 0.59901
bare DOS at e_F, both spins = 1.24679 /D
spectral DOS Z*Nstar = 1.06887 /D
quasiparticle DOS Nstar = 1.78441 /D
compressibility dn/dmu = 0.43570 /D
implied Landau F0 = 3.0955
T^2 coefficients with frozen self-energy [1/D]:
  logarithm       -2.93523
  -(pi^2/6)Nstar  -2.93524
  Phi             -1.50160
  Tr Sigma G      -1.50159
  Phi-Tr Sigma G  -0.00002
gamma from full Omega(T)  = 5.87049 /D
gamma from Nstar          = 5.87049 /D
gamma at fixed density    = 5.87049 /D
C/T at T=0.010 D, fixed mu = 5.8200 /D
mu[D] U[D] lambda[1/D]: Z, b, gamma(Omega), gamma(Nstar) [1/D]
  0.3 0.0 0.5: 1.0000 1.1924 3.4000 3.4000
  1.6 2.0 0.0: 0.5410 1.0000 7.5683 7.5683
  1.6 2.0 -0.4: 0.4928 0.8785 9.4448 9.4449
D = 0.10 hartree
gamma = 1.5457 mJ/(mol K^2), per mole of sites
success
```
